# Why highly charged aqua ions are acidic: electrostatics and covalency in Be(H₂O)₄²⁺

**Q.** Beryllium salts make water acidic, and sodium salts hardly do. I was told that the metal ion "pulls electrons out of the O–H bond". What quantity would test that?

**A.** The deprotonation energy of the aqua cluster,

$$D=E(\text{cluster without one proton})-E(\text{cluster}).$$

A small $D$ means an easily lost proton. I first keep all other nuclei fixed, so that $D$ contains electronic energy and Coulomb energy between nuclei, but no relaxation or vibration. The proton goes to infinity in vacuum. $D$ is therefore not a pKa, and the water outside the cluster has to be dealt with separately.

To see what $D$ measures, let the departing proton carry a charge $\zeta e$ and reduce $\zeta$ from 1 to 0. The Hamiltonian is linear in $\zeta$:

$$H(\zeta)=H_0+\zeta e\,\hat\phi_H,\qquad \hat\phi_H=\sum_{A\neq H}\frac{Z_Ae}{|\mathbf R_A-\mathbf R_H|}-\sum_i\frac{e}{|\mathbf r_i-\mathbf R_H|}.$$

These are Gaussian units, and $\hat\phi_H$ is the potential at the proton due to everything else. When $\zeta$ changes, the wave function changes too. The Hartree–Fock energy is stationary against orbital changes, though, and the basis functions stay fixed, so that contribution vanishes at first order. What remains is

$$\frac{dE}{d\zeta}=e\,\phi_H(\zeta),\qquad D=E(0)-E(1)=-e\int_0^1\phi_H(\zeta)\,d\zeta .$$

A positive $D$ means that this potential, averaged over $\zeta$, is negative. Anything that makes the average less negative makes the cluster more acidic. For Be(H₂O)²⁺ the integral gives 2.6583 eV and the direct energy difference gives the same value.

**Q.** So a positive ion nearby raises the potential at the proton. How do I separate that from bonding?

**A.** Compare the cluster with the same cage of water molecules without the ion. Let $D_0$ be the deprotonation energy of the empty cage, and let $I$ be the interaction energy of ion and cage. Then

$$E_{\rm acid}=E_{\rm ion}+E^{\rm cage}_{\rm acid}+I_{\rm acid},\qquad E_{\rm base}=E_{\rm ion}+E^{\rm cage}_{\rm base}+I_{\rm base}.$$

Subtracting the first from the second removes $E_{\rm ion}$:

$$D=D_0+I_{\rm base}-I_{\rm acid}.$$

The ion lowers $D$ if it binds the hydroxide-containing cage more strongly than the intact one.

The first part of $I$ is classical. Put a point charge $qe$ at the ion site $\mathbf R_M$ and leave the cage electrons as they were. The energy is $qe\,\phi(\mathbf R_M)$, where $\phi$ is the potential of the unperturbed cage, and therefore

$$\Delta D_{\rm es}=qe\,[\phi_{\rm base}(\mathbf R_M)-\phi_{\rm acid}(\mathbf R_M)].$$

The two cages differ by one proton and by the rearrangement $\Delta n=n_{\rm base}-n_{\rm acid}$ of the electron density. All other nuclear terms cancel. The lost proton removes $e/R_{MH}$ from the potential, and the electrons contribute with charge $-e$:

$$\Delta D_{\rm es}=-\frac{qe^2}{R_{MH}}-qe^2\int\frac{\Delta n(\mathbf r)}{|\mathbf r-\mathbf R_M|}\,d^3r .$$

The first term is the bare repulsion between ion and proton, released when the proton leaves. In the second, $\int\Delta n\,d^3r=0$ because no electron is lost. It is negative if the rearrangement brings electrons closer to the ion, and positive if it takes them away.

At this order the effect is linear in $q$ for a fixed cage. For one water, the potentials give a slope $dD/dq$ of $-7.0122$ eV per unit charge at $q=0$, and energy differences with small charges at the ion site give $-7.0121$ eV.

**Q.** What if the ion is far away? I would expect it to see just a hydroxide ion.

**A.** Nearly. Let $R$ be the distance from the oxygen to the ion and $\mathbf n$ the unit vector in that direction. For a source point $\mathbf r$ measured from the oxygen,

$$\frac{1}{|R\mathbf n-\mathbf r|}=\frac1R+\frac{\mathbf r\cdot\mathbf n}{R^2}+\dots$$

Summing over all charges of the molecule gives its net charge over $R$ plus its dipole component over $R^2$. Deprotonation changes the net charge by $-e$ and the dipole by $\Delta\boldsymbol\mu$, so

$$\Delta D\simeq-\frac{qe^2}{R}+\frac{qe\,\Delta\boldsymbol\mu\cdot\mathbf n}{R^2}.$$

For $q=2$ at 2.0 nm this gives $-1.4189$ eV. The direct calculation, with the molecule free to polarize, gives $-1.4191$ eV. In the first shell, where $R$ is comparable with the size of the molecule, the higher terms need not be small, so I use the full potentials.

**Q.** A real ion is not a point charge. Where does bonding enter?

**A.** In three further steps, each defined by what the electrons are allowed to do.

First, give the ion its filled 1s² core and combine it with the frozen cage orbitals in one antisymmetric wave function. These orbitals overlap. If $C$ holds their coefficients and $S$ is the overlap matrix of the basis functions, the orbitals $C'=C(C^\dagger SC)^{-1/2}$ satisfy $C'^\dagger SC'=1$. With two electrons in each, the density matrix is

$$P=2C'C'^\dagger=2C(C^\dagger SC)^{-1}C^\dagger .$$

Its energy, compared with the point-charge result, adds Pauli repulsion and the effect of the charge clouds penetrating each other.

Second, let all orbitals relax, but give the ion no function except its 1s orbital. That orbital is full, so the ion offers no empty orbital of its own. This energy change is the polarization term.

Third, add the ion's valence functions, so that the ligands can donate into them. I call this change covalent. The orbital space has only grown, so both energies can only fall, say by $g_{\rm acid}\ge0$ and $g_{\rm base}\ge0$. Then

$$\Delta D_{\rm cov}=(E^{\rm core}_{\rm base}-g_{\rm base})-(E^{\rm core}_{\rm acid}-g_{\rm acid})-D_{\rm core}=g_{\rm acid}-g_{\rm base},$$

where $D_{\rm core}=E^{\rm core}_{\rm base}-E^{\rm core}_{\rm acid}$ is the value before the functions were added. Donation makes the ion more acidic only if the hydroxide form gains more from it. A strong metal–oxygen bond is not enough, because the part common to acid and base cancels.

Adding the successive differences gives

$$D=D_0+\Delta D_{\rm es}+\Delta D_{\rm Pauli}+\Delta D_{\rm pol}+\Delta D_{\rm cov}.$$

The sum is independent of how I define the steps, but the separate terms are not.

**Q.** Then let us have numbers for beryllium.

**A.** I take Be(H₂O)₄²⁺ with Be–O 0.165 nm, O–H 0.096 nm and an H–O–H angle of 106°. The Be–O axis bisects each water molecule, so an O–H bond makes 53° with the outward axis, and

$$R_{MH}=\sqrt{0.165^2+0.096^2+2(0.165)(0.096)\cos53^\circ}\ \text{nm}=0.2356\ \text{nm}.$$

With $e^2=1.440$ eV nm, the bare repulsion term is $-2(1.440)/0.2356=-12.22$ eV. The Hartree–Fock results, in a polarized split-valence basis with diffuse functions on oxygen, are in eV:

| Term | One water | Four waters |
|---|---:|---:|
| $D_0$, no ion | 17.40 | 18.64 |
| Electrostatic | −14.02 | −11.65 |
| Pauli, penetration | 0.61 | 0.15 |
| Polarization | −0.41 | −0.66 |
| Covalent | −0.92 | −0.15 |
| $D$ | 2.66 | 6.34 |

For four waters, $D$ is 6.34 eV, or 612 kJ/mol, against 17.40 eV for free water. These values are not converged to the digits shown. Augmented double- and triple-zeta bases raise free water to 17.56 and 17.64 eV and the one-water cluster to 2.82 and 2.91 eV, and the double-zeta basis raises the four-water cluster to 6.46 eV. The difference between the four-water cluster and free water moves by only about 0.04 eV at double-zeta level. Within this split, first-order electrostatics supplies nearly all of the reduction. Polarization and donation both help, but they are small.

The pull on the O–H electrons is not contained in the polarization term alone. For a point charge $qe$ at the ion site, $\partial E/\partial q=e\,\phi(\mathbf R_M)$ and $\partial E/\partial\zeta=e\,\phi_H$. The mixed derivative can be taken in either order, so

$$\frac{\partial\phi_H}{\partial q}=\frac{\partial\phi(\mathbf R_M)}{\partial\zeta}.$$

Take this at $q=0$ and integrate over $\zeta$. The electronic part of the left side is the effect on the proton of the electrons that the ion displaces, at first order in $q$. The right side shows that its contribution to $D$ is exactly the $\Delta n$ term of $\Delta D_{\rm es}$. For one water this term is $-14.02+12.22=-1.80$ eV, so the pull is real. For four waters it is $+0.58$ eV, and together with polarization and donation the electron shifts give $0.58-0.66-0.15=-0.23$ eV. The direct repulsion between ion and proton gives $-12.22$ eV.

So the phrase you were told names a real effect, but not the main reason for the low $D$ here. In the isolated cluster the ion acts mainly by repelling the proton directly. This ranking does not carry over automatically to solution. Outer water cancels most of that repulsion, as shown below, and the polarization and covalent terms together (0.81 eV) are as large as the measured acidity gap of about 0.6 eV.

**Q.** The bare repulsion is −12.22 eV, and the total change from 18.64 to 6.34 is −12.30 eV. Can I forget everything else?

**A.** No, that agreement is a cancellation. For four waters the electron rearrangement contributes $+0.58$ eV to the electrostatic term. The remainder is $0.58+0.15-0.66-0.15=-0.08$ eV. For one water the total change is $2.66-17.40=-14.74$ eV, with the same ion–proton distance and the same bare term. The bare repulsion gives the scale, not a formula for $D$.

**Q.** Why do three extra waters make the ion less acidic?

**A.** $D$ rises by 3.68 eV. The table divides this into $+1.24$ from $D_0$, $+2.37$ from electrostatics, $-0.46$ from Pauli repulsion and penetration, $-0.25$ from polarization and $+0.77$ from the covalent term. These add to 3.67 eV, which agrees within rounding.

The sign of the first part fits simple electrostatics. The neighbours' dipoles point outward from the centre, and in this geometry the departing proton lies behind their negative ends. Their dipole potential there is negative and holds the proton.

The second part comes from the electron rearrangement, because the bare term is unchanged. It is $-14.02+12.22=-1.80$ eV for one water and $+0.58$ eV for four. A likely reason is screening. The new negative charge induces dipoles in the neighbours, with their positive ends towards it. Seen from a neighbour, the ion site lies within 36° of the direction of the hydroxide oxygen, so these dipoles raise the potential at the ion site and weaken its attraction to the base. I have derived the sign of this effect, but not its separate size.

The smaller covalent term may mean that four donors share the same empty orbitals. It may also mean that functions on neighbouring waters already imitate those orbitals before I add them. The calculation does not distinguish the two.

**Q.** That last remark worries me. How firm is the covalent number?

**A.** It is small in both bases I tried, but the value $-0.15$ eV is not firm. Adding the same functions to the cage with no ion present changes $D_0$ by $-0.07$ eV, which is a pure basis effect and about half as large as the covalent term itself. Without diffuse functions on oxygen the term becomes $-0.35$ eV. In both bases it stays below 3% of the electrostatic term. The one-water value is not firm either. In augmented double- and triple-zeta ligand bases it goes from $-0.92$ to $-0.61$ and $-0.38$ eV, while polarization goes from $-0.41$ to $-0.68$ and $-0.94$ eV. Only their sum, about $-1.3$ eV, is stable, so the separate changes of $+0.77$ and $-0.25$ eV quoted above depend on the basis too.

The added functions hold 0.038 electrons in the acid and 0.044 in the base that the other functions cannot describe. These numbers are not the total charge donated to beryllium, because functions on the waters already reach into the space around the ion. Some donation may therefore be counted as polarization. Even together, the two terms change $D$ by only $-0.66-0.15=-0.81$ eV.

This conclusion concerns an ion with a compact closed shell. I have not shown it for transition-metal ions with partly filled d shells, or for large, easily polarized ions.

**Q.** You have explained one ion. My question was about high charge.

**A.** Then change the charge and nothing else. I keep the geometry, the frozen core and the valence functions of beryllium and set $q$ to 1, 2 or 3. Apart from $q=2$ these are model ions. This series omits diffuse functions, so its value at $q=2$ is 6.53 eV instead of 6.34 eV. The electron rearrangement part of the electrostatic term is more sensitive: here it is $-12.34+12.22=-0.12$ eV, against $+0.58$ eV with diffuse functions. Its sign depends on the basis, but it is small beside the bare repulsion in both. All energies are in eV:

| $q$ | Electrostatic | Polarization | Covalent | $D$ |
|---:|---:|---:|---:|---:|
| 1 | −6.17 | −0.13 | −0.27 | 13.08 |
| 2 | −12.34 | −0.41 | −0.35 | 6.53 |
| 3 | −18.51 | −0.84 | −0.64 | −0.37 |

The electrostatic column is linear by its definition. The result is that the total follows it closely: $D$ falls by 6.55 eV and then by 6.90 eV.

Polarization grows faster than $q$. For a simple linear response, the energy $qfx+\tfrac12kx^2$ has its minimum at $x=-qf/k$, with the value $-q^2f^2/2k$. That would give ratios 1:4:9, whereas the table gives about 1:3.2:6.5. A bare point charge beside one water, with no core and no Pauli repulsion to relieve, already gives about 1:3.5:6.8 without diffuse functions. The response is therefore not linear at these field strengths in this basis. I have not isolated the cause further.

At $q=3$ the separated proton lies lower in energy than the intact cluster. That does not mean that it leaves without a barrier, since only the end points were compared.

Charge is half of the story. The bare term $-qe^2/R_{MH}$ also weakens as the ion–oxygen distance grows. At first order, then, a small ion acidifies its water more than a large one of equal charge, provided the rearrangement term and the change of $D_0$ with cage size do not reverse the trend. For four waters without diffuse functions, widening the cage from 0.165 to 0.24 nm lowers $D_0$ from 19.50 to 19.12 eV, yet $D_0+\Delta D_{\rm es}$ at $q=1$ still rises from 13.33 to 14.24 eV.

**Q.** A gap of 11 eV between beryllium and free water cannot be right in a beaker.

**A.** It is a gas-phase gap: $6.34-17.40=-11.06$ eV. Outer water favours high charge, and the cluster loses charge when it deprotonates. Treat that water as a continuum of dielectric constant $\varepsilon=78$ outside a sphere of radius $a$. A central charge $Q$ has the displacement field $Q/r^2$ and the energy density $Q^2/(8\pi\varepsilon r^4)$. Relative to vacuum, the energy is

$$W=\int_a^\infty\frac{Q^2}{8\pi r^4}\left(\frac1\varepsilon-1\right)4\pi r^2dr=-\left(1-\frac1\varepsilon\right)\frac{Q^2}{2a}.$$

Going from charge $qe$ to $(q-1)e$ costs

$$\left(1-\frac1\varepsilon\right)\frac{e^2}{2a}\,[q^2-(q-1)^2]=\left(1-\frac1\varepsilon\right)\frac{(2q-1)e^2}{2a}.$$

For the radius I add a margin of 0.12 nm to the outermost proton distance, which gives $a=0.356$ nm and a cost of 6.00 eV for $q=2$. For free water the product OH⁻ gains 3.29 eV with a radius of 0.216 nm. The solvation of the released proton is common to both reactions and cancels. The remaining gap is

$$-11.06+6.00+3.29=-1.77\ \text{eV}.$$

Margins of 0.10 and 0.14 nm give $-1.08$ and $-2.37$ eV. The sign survives in this range and reverses below a margin of about 0.074 nm, so the size is uncertain.

The charge trend survives too. Each further unit of charge adds $(1-1/\varepsilon)e^2/a$ to the cost, which is $\tfrac23(6.00)=4.00$ eV. The electrostatic term lowers $D$ by $11.65/2=5.83$ eV per unit charge. At fixed geometry and radius, higher charge therefore still means higher acidity, but with much of the gain cancelled.

**Q.** How does this compare with my acidic beryllium bath?

**A.** The chosen Be–O distance is typical of the hydrated ion. The first acid constant of dilute Be²⁺ corresponds to a pKa of very roughly 5 to 6, about ten units below water. At 298 K one pK unit is 0.0592 eV, so the real gap is about 0.6 eV, while the continuum estimate of 1.77 eV would mean 30 units. The treatment of the outer water is crude. Changing the margin from 0.10 to 0.14 nm alone moves the result by 1.29 eV, or 22 units. The formula also puts the whole charge at the centre of the sphere, although the hydroxide sits to one side. Hydrogen bonds, entropy and, in more concentrated baths, hydroxide-bridged clusters are also missing. For beryllium the model gives the right direction of the effect, but it cannot set a bath pH.

The gas-phase corrections I estimated are smaller. In the basis used here, second-order correlation changes $D$ by $-0.44$ eV for the cluster and $-0.60$ eV for free water, so the gap changes by $+0.16$ eV. Letting one Be–O distance adjust in acid and base lowers $D$ by about 0.30 eV. The best Be–OH distance, 0.147 nm, lies just beyond the shortest one calculated, so this is a slight extrapolation. Half a quantum of the lost O–H stretch, estimated for free water, lowers $D$ by another 0.25 eV. Simple addition gives about 5.4 eV for the gas-phase cluster. This rough figure leaves out the lost bending motion and the relaxation of the other ligands. The remaining figures are in the numerical output below.

## Numbers as computed

```
Be-O distance: 0.165 nm
O-H distance: 0.096 nm
H-O-H angle: 106 degrees
Be to departing proton: 0.2356 nm
D free water: 17.40 eV
D Be(H2O)2+ (one water): 2.66 eV
D Be(H2O)4 2+: 6.34 eV
D Be(H2O)4 2+: 612 kJ/mol
Split, one water (eV): D0 17.40, electrostatic -14.02, Pauli+penetration 0.61, polarization -0.41, covalent -0.92
Split, four waters (eV): D0 18.64, electrostatic -11.65, Pauli+penetration 0.15, polarization -0.66, covalent -0.15
Bare ion-proton term -2e^2/R: -12.22 eV
Electron-shift part of electrostatic term: 0.58 eV
Basis artefact in covalent term (no ion): -0.073 eV
Charge series, four waters, no diffuse functions:
 q=1 (eV): D 13.08, D0 19.50, electrostatic -6.17, Pauli+penetration 0.15, polarization -0.13, covalent -0.27
 q=1 electrons in opened ion functions: acid 0.042, base 0.054
 q=2 (eV): D 6.53, D0 19.50, electrostatic -12.34, Pauli+penetration 0.13, polarization -0.41, covalent -0.35
 q=2 electrons in opened ion functions: acid 0.039, base 0.051
 q=3 (eV): D -0.37, D0 19.50, electrostatic -18.51, Pauli+penetration 0.12, polarization -0.84, covalent -0.64
 q=3 electrons in opened ion functions: acid 0.195, base 0.218
Same, q=2 with diffuse functions: acid 0.038, base 0.044 electrons
Test, proton charging integral (one water): 2.6583 eV
Test, energy difference (one water): 2.6583 eV
Test, slope dD/dq by differences: -7.0121 eV per unit charge
Test, slope from potentials: -7.0122 eV per unit charge
Test, distance of far ion: 2.0 nm
Test, far ion shift of D, direct: -1.4191 eV
Test, far ion shift of D, charge+dipole: -1.4189 eV
Correlation change of D, four waters (MP2): -0.44 eV
Correlation change of D, free water (MP2): -0.60 eV
Best distance of one ligand, acid: 0.1666 nm
Best Be-OH distance, base: 0.1474 nm
Relaxation change of D: -0.30 eV
Half quantum of lost O-H stretch: 0.245 eV
Dielectric constant of outer water: 78 (no unit)
Outer water, margin 0.10 nm: radii 0.336 and 0.196 nm, cluster +6.35 eV, OH- -3.63 eV, remaining gap -1.08 eV
Outer water, margin 0.12 nm: radii 0.356 and 0.216 nm, cluster +6.00 eV, OH- -3.29 eV, remaining gap -1.77 eV
Outer water, margin 0.14 nm: radii 0.376 and 0.236 nm, cluster +5.68 eV, OH- -3.01 eV, remaining gap -2.37 eV
Gas-phase gap, D(cluster) - D(water): -11.06 eV
Temperature: 298.15 K
Energy of one pK unit: 0.0592 eV
```
